# Coulomb and exchange blocks of the molecular Dirac-Coulomb Fock matrix: a numerical check

```python
"""
Result under test: in a basis of pure upper (L) and pure lower (S) spinors the
Dirac-Coulomb Fock matrix has Coulomb terms only in its LL and SS blocks and
exchange terms in all blocks:
  J_LL = (LL|LL)D_LL + (LL|SS)D_SS     K_LL = (LL|LL)D_LL
  J_SS = (SS|LL)D_LL + (SS|SS)D_SS     K_SS = (SS|SS)D_SS
  J_LS = 0                             K_LS = (LL|SS)D_LS
With S functions (sigma.p)chi/(2c) the classes have orders 1, c^-2, c^-4.
D = C C^dagger (occupied spinors), c = speed of light; atomic units inside,
eV and angstrom in the output. System: LiH, Dirac-Hartree-Fock.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from pyscf import gto, scf

EV = constants.value('Hartree energy in eV')
BOHR = constants.value('Bohr radius') * 1e10
C_LIGHT = 1.0 / constants.fine_structure

# ---------------------------------------------------------------- molecule
bond = 1.6                                        # angstrom
li_s = [0.2 * 3.2**k for k in range(8)]           # angstrom^-2
li_p = li_s[:2]
h_s = [0.25 * 3.5**k for k in range(5)]


def shells(l, exponents):
    return [[l, [a * BOHR**2, 1.0]] for a in exponents]


atoms = [['Li', (0., 0., 0.)], ['H', (0., 0., bond / BOHR)]]
mol = gto.M(atom=atoms, unit='Bohr', verbose=0,
            basis={'Li': shells(0, li_s) + shells(1, li_p),
                   'H': shells(0, h_s)})
n_scalar = mol.nao_nr()
n = 2 * n_scalar                                  # number of L spinors
n_occ = mol.nelectron

# ------------------------------------- spinor integrals without factors of c
overlap = mol.intor('int1e_ovlp_spinor')
v_nuc = mol.intor('int1e_nuc_spinor')
spsp = mol.intor('int1e_spsp_spinor')
w_nuc = mol.intor('int1e_spnucsp_spinor')
g_llll = mol.intor('int2e_spinor')
g_ssll = mol.intor('int2e_spsp1_spinor')
g_ssss = mol.intor('int2e_spsp1spsp2_spinor')


def exchange_order(g):
    return np.ascontiguousarray(g.transpose(0, 3, 1, 2)).reshape(n*n, n*n)


x_llll = exchange_order(g_llll)
x_llss = exchange_order(g_ssll.transpose(2, 3, 0, 1))
x_ssss = exchange_order(g_ssss)
j_llll = g_llll.reshape(n*n, n*n)
j_ssll = g_ssll.reshape(n*n, n*n)
j_ssss = g_ssss.reshape(n*n, n*n)


def contract(matrix, density):
    return (matrix @ density.ravel()).reshape(n, n)


def trace(a, b):
    return np.einsum('ij,ji->', a, b).real


def two_electron(D, c, w_llss=1.0, w_ssss=1.0):
    """Block formulas: J, K and the six class energies.
    The weights w switch integral classes on or off."""
    s = 0.25 / c**2
    D_ll, D_ls, D_sl, D_ss = D[:n, :n], D[:n, n:], D[n:, :n], D[n:, n:]
    jl_l = contract(j_llll, D_ll.T)
    jl_s = w_llss * s * contract(j_ssll.T, D_ss.T)
    js_l = w_llss * s * contract(j_ssll, D_ll.T)
    js_s = w_ssss * s**2 * contract(j_ssss, D_ss.T)
    k_ll = contract(x_llll, D_ll)
    k_ls = w_llss * s * contract(x_llss, D_ls)
    k_ss = w_ssss * s**2 * contract(x_ssss, D_ss)
    J = block_diag(jl_l + jl_s, js_l + js_s)
    K = np.block([[k_ll, k_ls], [k_ls.conj().T, k_ss]])
    energies = np.array([0.5 * trace(jl_l, D_ll), -0.5 * trace(k_ll, D_ll),
                         trace(jl_s, D_ll), -trace(k_ls, D_sl),
                         0.5 * trace(js_s, D_ss), -0.5 * trace(k_ss, D_ss)])
    return J, K, energies


# ------------------ nonrelativistic reference and kinetically balanced guess
rhf = scf.RHF(mol)
rhf.conv_tol = 1e-12
e_nr = rhf.kernel()
assert rhf.converged
to_spinor = np.asarray(mol.sph2spinor_coeff())    # (spin, scalar, spinor)
occ_nr = rhf.mo_coeff[:, :n_occ // 2]
guess = np.hstack([to_spinor[0].conj().T @ occ_nr,
                   to_spinor[1].conj().T @ occ_nr])
guess = np.vstack([guess, guess])
D_guess = guess @ guess.conj().T


def dirac_scf(c, w_llss=1.0, w_ssss=1.0):
    s = 0.25 / c**2
    h = np.block([[v_nuc, 0.5 * spsp], [0.5 * spsp, s * w_nuc - 0.5 * spsp]])
    S = block_diag(overlap, s * spsp)
    X = eigh(h, S)[1][:, n:]
    D, focks, errors, occ = D_guess, [], [], guess
    for cycle in range(50):
        J, K, parts = two_electron(D, c, w_llss, w_ssss)
        F = h + J - K
        FDS = F @ D @ S
        err = X.conj().T @ (FDS - FDS.conj().T) @ X
        size = abs(err).max()
        if cycle > 1 and size < 1e-7:
            break
        focks, errors = (focks + [F])[-6:], (errors + [err])[-6:]
        m = len(focks)
        B = -np.ones((m + 1, m + 1))
        B[m, m] = 0.0
        B[:m, :m] = [[np.vdot(a, b).real for b in errors] for a in errors]
        B[:m, :m] /= B[:m, :m].max()
        rhs = np.zeros(m + 1)
        rhs[m] = -1.0
        weights = np.linalg.solve(B, rhs)[:m]
        weights /= weights.sum()
        F_mix = sum(w * f for w, f in zip(weights, focks))
        C = eigh(F_mix, S)[1]
        occ = C[:, n:n + n_occ]                   # skip negative branch
        D = occ @ occ.conj().T
    assert size < 1e-6, size
    energy = trace(h, D) + parts.sum() + mol.energy_nuc()
    return {'E': energy, 'D': D, 'occ': occ, 'parts': parts,
            'J': J, 'K': K, 'S': S, 'F': F}


full = {f: dirac_scf(f * C_LIGHT) for f in (0.5, 1.0, 2.0)}
ref = full[1.0]
D = ref['D']

# ------- four-component J and K from the definition, scalar integrals only
aux = gto.M(atom=atoms, unit='Bohr', cart=True, verbose=0,
            basis={'Li': shells(0, li_s) + shells(1, li_s) + shells(2, li_p),
                   'H': shells(0, h_s) + shells(1, h_s)})
s_aux = aux.intor('int1e_ovlp_cart')
m_aux = s_aux.shape[0]
chi = np.linalg.solve(s_aux, gto.intor_cross('int1e_ovlp_cart', aux, mol))
cross = gto.intor_cross('int1e_ipovlp_cart', mol, aux)
grad = np.array([np.linalg.solve(s_aux, cross[k].T) for k in range(3)])
t_aux = 0.5 * sum(g.T @ s_aux @ g for g in grad)
t_scalar = mol.intor('int1e_kin')
# the derivatives must lie exactly in the auxiliary space
assert abs(t_aux - t_scalar).max() < 1e-8 * abs(t_scalar).max()

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
P = np.zeros((4, m_aux, 2 * n), dtype=complex)    # component, aux, spinor
P[:2, :, :n] = np.einsum('am,xmp->xap', chi, to_spinor)
P[2:, :, n:] = -0.5j / C_LIGHT * np.einsum(
    'kxy,kam,ymp->xap', pauli, grad, to_spinor, optimize=True)
phi = np.einsum('xap,pi->xai', P, ref['occ'])
gamma = np.einsum('xai,ybi->xyab', phi, phi.conj())
eri = aux.intor('int2e_cart').reshape((m_aux,) * 4)
rho = np.einsum('xxab->ab', gamma).real           # imaginary part is odd
j_pot = (eri.reshape(m_aux**2, -1) @ rho.ravel()).reshape(m_aux, m_aux)
eri = np.ascontiguousarray(eri.transpose(0, 3, 1, 2)).reshape(m_aux**2, -1)
columns = gamma.reshape(16, -1).T
k_pot = eri @ columns.real + 1j * (eri @ columns.imag)
k_pot = k_pot.T.reshape(4, 4, m_aux, m_aux)
del eri
J_def = np.einsum('xap,ab,xbq->pq', P.conj(), j_pot, P, optimize=True)
K_def = np.einsum('xap,xyab,ybq->pq', P.conj(), k_pot, P, optimize=True)

L, S_ = slice(0, n), slice(n, 2 * n)
deviation = {}
for name, got, want, r, q in (
        ('J_LL', ref['J'], J_def, L, L), ('J_SS', ref['J'], J_def, S_, S_),
        ('K_LL', ref['K'], K_def, L, L), ('K_SS', ref['K'], K_def, S_, S_),
        ('K_LS', ref['K'], K_def, L, S_)):
    deviation[name] = (abs(got[r, q] - want[r, q]).max()
                       / abs(want[r, q]).max())
    assert deviation[name] < 1e-6, (name, deviation[name])
j_ls_max = abs(J_def[L, S_]).max()
k_ls_max = abs(K_def[L, S_]).max()
assert j_ls_max < 1e-10 * k_ls_max
e2_def = 0.5 * trace(J_def - K_def, D)
assert abs(e2_def - ref['parts'].sum()) < 1e-7

# ------------------- Fock matrix as derivative of the class energies
rng = np.random.default_rng(1)
Y = rng.normal(size=(2*n, 2*n)) + 1j * rng.normal(size=(2*n, 2*n))
Y = 0.05 * (Y + Y.conj().T)
numeric = 0.5 * (two_electron(D + Y, C_LIGHT)[2].sum()
                 - two_electron(D - Y, C_LIGHT)[2].sum())
analytic = trace(J_def - K_def, Y)
assert abs(numeric - analytic) < 1e-6 * max(1.0, abs(analytic))

# ------------------------------- separate four-component implementation:
# its own matrices at the converged density must give the same energy, the
# same Fock matrix and, after a full diagonalization, the same occupied space.
# All S functions are kept, although their norms are of order 1/c.
dhf = scf.DHF(mol)
h_sep, s_sep = dhf.get_hcore(mol), dhf.get_ovlp(mol)
v_sep = np.asarray(dhf.get_veff(mol, D))
e_sep = trace(h_sep, D) + 0.5 * trace(v_sep, D) + mol.energy_nuc()
assert abs(e_sep - ref['E']) < 1e-7, (e_sep, ref['E'])
fock_gap = abs(h_sep + v_sep - ref['F']).max()
assert fock_gap < 1e-6, fock_gap
occ_sep = eigh(h_sep + v_sep, s_sep)[1][:, n:n + n_occ]
common = np.linalg.norm(occ_sep.conj().T @ s_sep @ ref['occ'])**2
assert abs(common - n_occ) < 1e-6, common
s_min = np.linalg.eigvalsh(ref['S'][S_, S_])[0]

# ------------------------------------------------ measured powers of c


def power(a, b):
    """Exponent of c between two values whose c differs by a factor 2."""
    return np.log2(abs(b) / abs(a))


p_low = power(full[0.5]['parts'], full[1.0]['parts'])
p_high = power(full[1.0]['parts'], full[2.0]['parts'])
expected = np.array([0, 0, -2, -2, -4, -4])
assert np.all(abs(p_low - expected) < 0.05), p_low
assert np.all(abs(p_high - expected)
              < 0.5 * abs(p_low - expected) + 1e-5), p_high
rel = {f: full[f]['E'] - e_nr for f in full}
p_rel = power(rel[1.0], rel[2.0])
assert abs(p_rel + 2) < 0.05, p_rel


def coefficient_gap(d):
    return np.linalg.norm(d[S_, S_] - d[L, L]) / np.linalg.norm(d[L, L])


gap = {f: coefficient_gap(full[f]['D']) for f in full}
p_gap = power(gap[1.0], gap[2.0])
assert abs(p_gap + 2) < 0.05, p_gap

# ------------------------------------------------ cost of omitted classes
no_ssss = {f: dirac_scf(f * C_LIGHT, 1.0, 0.0)['E'] - full[f]['E']
           for f in (0.5, 1.0)}
only_llll = dirac_scf(C_LIGHT, 0.0, 0.0)['E'] - ref['E']
e_llss, e_ssss = ref['parts'][2:4].sum(), ref['parts'][4:].sum()
p_drop = power(no_ssss[0.5], no_ssss[1.0])
assert abs(p_drop + 4) < 0.05, p_drop
assert abs(no_ssss[1.0] + e_ssss) < 0.02 * abs(e_ssss)
assert abs(only_llll + e_llss + e_ssss) < 0.02 * abs(e_llss)

# ------------------------------------------------ small-component population
n_small = trace(D[S_, S_], ref['S'][S_, S_])
t_nr = np.einsum('ij,ji->', rhf.make_rdm1(), t_scalar)
n_small_nr = t_nr / (2 * C_LIGHT**2)
assert abs(n_small / n_small_nr - 1) < 0.02

# ------------------------------------------------------------------ output


def fmt(values):
    return ' '.join('%.4g' % v for v in values)


print('Li-H bond length: %.2f angstrom' % bond)
print('Li s exponents: %s angstrom^-2' % fmt(li_s))
print('Li p exponents: %s angstrom^-2' % fmt(li_p))
print('H s exponents: %s angstrom^-2' % fmt(h_s))
print('scalar functions: %d ; L spinors: %d ; S spinors: %d'
      % (n_scalar, n, n))
print('speed of light: %.6f atomic units' % C_LIGHT)
print('nonrelativistic HF total energy: %.6f eV' % (e_nr * EV))
print('Dirac-HF total energy: %.6f eV' % (ref['E'] * EV))
print('Dirac-HF total energy: %.8f hartree' % ref['E'])
print('relativistic correction: %.6f eV' % (rel[1.0] * EV))
print('relativistic correction: %.4e hartree' % rel[1.0])
print('power of c of relativistic correction (c to 2c): %.4f' % p_rel)
print('energy difference to separate implementation: %.1e eV'
      % (abs(e_sep - ref['E']) * EV))
print('largest Fock difference to it: %.1e eV' % (fock_gap * EV))
print('electrons in common occupied space: %.8f of %d' % (common, n_occ))
print('smallest eigenvalue of S-function overlap: %.2e (no unit)' % s_min)
labels = ['(LL|LL) Coulomb', '(LL|LL) exchange', '(LL|SS) Coulomb',
          '(LL|SS) exchange, LS block', '(SS|SS) Coulomb',
          '(SS|SS) exchange']
for i, label in enumerate(labels):
    print('%s energy: %.6e eV' % (label, ref['parts'][i] * EV))
    print('   power of c: %.5f (c/2 to c), %.5f (c to 2c)'
          % (p_low[i], p_high[i]))
print('(LL|SS) class energy: %.6e eV' % (e_llss * EV))
print('(SS|SS) class energy: %.6e eV' % (e_ssss * EV))
print('energy change without (SS|SS): %.4e eV' % (no_ssss[1.0] * EV))
print('power of c of that change (c/2 to c): %.4f' % p_drop)
print('energy change with (LL|LL) only: %.6e eV' % (only_llll * EV))
print('ratio of that change to relativistic correction: %.4f'
      % (only_llll / rel[1.0]))
print('small-component population: %.6e electrons' % n_small)
print('nonrelativistic kinetic energy: %.5f eV' % (t_nr * EV))
print('population estimate T/(2c^2): %.6e electrons' % n_small_nr)
print('relative norm of D_SS - D_LL: %.4e (no unit)' % gap[1.0])
print('power of c of that norm (c to 2c): %.4f' % p_gap)
print('largest LS Coulomb element, from definition: %.1e eV'
      % (j_ls_max * EV))
print('largest LS exchange element, from definition: %.4e eV'
      % (k_ls_max * EV))
for name, value in deviation.items():
    print('relative deviation of %s from definition: %.1e' % (name, value))
print('energy derivative, numeric: %.6f eV' % (numeric * EV))
print('energy derivative, from Fock matrix: %.6f eV' % (analytic * EV))
print('OK')
```

Running it gives:

```
Li-H bond length: 1.60 angstrom
Li s exponents: 0.2 0.64 2.048 6.554 20.97 67.11 214.7 687.2 angstrom^-2
Li p exponents: 0.2 0.64 angstrom^-2
H s exponents: 0.25 0.875 3.062 10.72 37.52 angstrom^-2
scalar functions: 19 ; L spinors: 38 ; S spinors: 38
speed of light: 137.035999 atomic units
nonrelativistic HF total energy: -217.121524 eV
Dirac-HF total energy: -217.142882 eV
Dirac-HF total energy: -7.97985372 hartree
relativistic correction: -0.021358 eV
relativistic correction: -7.8490e-04 hartree
power of c of relativistic correction (c to 2c): -2.0002
energy difference to separate implementation: 2.9e-10 eV
largest Fock difference to it: 5.9e-08 eV
electrons in common occupied space: 4.00000000 of 4
smallest eigenvalue of S-function overlap: 1.63e-07 (no unit)
(LL|LL) Coulomb energy: 1.526368e+02 eV
   power of c: 0.00023 (c/2 to c), 0.00006 (c to 2c)
(LL|LL) exchange energy: -5.827281e+01 eV
   power of c: 0.00020 (c/2 to c), 0.00005 (c to 2c)
(LL|SS) Coulomb energy: 2.238189e-02 eV
   power of c: -2.00058 (c/2 to c), -2.00014 (c to 2c)
(LL|SS) exchange, LS block energy: -9.223754e-03 eV
   power of c: -2.00061 (c/2 to c), -2.00015 (c to 2c)
(SS|SS) Coulomb energy: 9.364439e-07 eV
   power of c: -4.00145 (c/2 to c), -4.00036 (c to 2c)
(SS|SS) exchange energy: -4.535277e-07 eV
   power of c: -4.00149 (c/2 to c), -4.00037 (c to 2c)
(LL|SS) class energy: 1.315814e-02 eV
(SS|SS) class energy: 4.829162e-07 eV
energy change without (SS|SS): -4.8292e-07 eV
power of c of that change (c/2 to c): -4.0014
energy change with (LL|LL) only: -1.315936e-02 eV
ratio of that change to relativistic correction: 0.6161
small-component population: 2.123362e-04 electrons
nonrelativistic kinetic energy: 216.98824 eV
population estimate T/(2c^2): 2.123177e-04 electrons
relative norm of D_SS - D_LL: 7.1269e-05 (no unit)
power of c of that norm (c to 2c): -2.0002
largest LS Coulomb element, from definition: 0.0e+00 eV
largest LS exchange element, from definition: 1.5088e-02 eV
relative deviation of J_LL from definition: 7.4e-16
relative deviation of J_SS from definition: 6.1e-16
relative deviation of K_LL from definition: 9.0e-16
relative deviation of K_SS from definition: 4.8e-16
relative deviation of K_LS from definition: 9.8e-16
energy derivative, numeric: 40.689280 eV
energy derivative, from Fock matrix: 40.689280 eV
OK
```
